# Smoluchowski's temperature-jump length from the energy balance at a wall, part 1

(Sections cited here and not found follow in the second part.)

## First half: monatomic gas at one wall

### The result and its conventions

A dilute gas fills the region \(y>0\) above a solid wall at \(y=0\). The wall has temperature \(T_w\), and heat flows through the gas towards it. Several mean free paths away from the wall the gas temperature rises linearly with \(y\), with slope \(T'=dT/dy\). If this straight line is extended down to \(y=0\), it arrives at a temperature \(T_g\) that differs from \(T_w\):

\[
T_g-T_w=\zeta\,T',\qquad
\zeta=\frac{2-a}{a}\,\frac{2g}{g+1}\,\frac{\lambda}{\mathrm{Pr}} .
\tag{1}
\]

Here \(g=c_p/c_v\) is the ratio of heat capacities and \(a\) is the thermal accommodation coefficient, defined below through energy fluxes. The mean free path \(\lambda\) is defined through the viscosity \(\mu\),

\[
\mu=\tfrac12\rho\bar c\lambda,\qquad
\bar c=\sqrt{\frac{8kT}{\pi m}},\qquad
\mathrm{Pr}=\frac{\mu c_p}{K},
\tag{2}
\]

where \(\rho=nm\) is the mass density, \(n\) the number density, \(m\) the molecular mass, \(\bar c\) the mean molecular speed, \(K\) the thermal conductivity and \(c_p\) the heat capacity per unit mass. Another definition of \(\lambda\) would change the numerical factor in (1), but not the length \(\zeta\) itself.

Equation (1) is an approximation. It supposes that the molecules striking the wall have the velocity distribution of the distant gas, extrapolated to \(y=0\). In reality the distribution is distorted within a few mean free paths of the wall, in the Knudsen layer. The second half gives the size of the resulting error for a model gas.

Further assumptions are that the gas is at rest, that its pressure \(p\) is uniform, that the wall neither absorbs nor releases molecules on balance, and that the temperature changes little over one mean free path, \(\lambda|T'|/T\ll1\). The formulas below are written for \(T'>0\), so that the heat \(KT'\) enters the wall per unit area and time. For a wall hotter than the gas, \(T'\) is negative and (1) holds with the same \(\zeta\).

The simplest case is a monatomic gas at a wall that accommodates it completely. It contains most of the physics.

### What an equilibrium gas brings to a wall

Let the gas first be in equilibrium at temperature \(T\), with the Maxwell distribution

\[
f_0=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mv^2/2kT}.
\]

The number of molecules striking unit area per unit time is the integral of \(|v_y|f_0\) over \(v_y<0\). The integrals over \(v_x\) and \(v_z\) cancel two of the three normalization factors, so that

\[
\Gamma=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}}=\frac{n\bar c}{4}.
\tag{3}
\]

The last step uses \(\bar c/4=\sqrt{8kT/(16\pi m)}\).

The energy carried by these molecules is not \(\tfrac32kT\) each. A fast molecule reaches the wall more readily than a slow one, so the normal velocity is weighted by an extra factor \(v\). With \(w=mv^2/2kT\) and \(v\,dv=(kT/m)\,dw\), the mean normal energy of an arriving molecule is

\[
\frac{\int_0^\infty \frac12mv^2\,v\,e^{-mv^2/2kT}dv}{\int_0^\infty v\,e^{-mv^2/2kT}dv}
=kT\,\frac{\int_0^\infty w\,e^{-w}dw}{\int_0^\infty e^{-w}dw}=kT .
\]

The two tangential directions are not weighted and contribute \(\tfrac12kT\) each. An arriving molecule therefore carries \(2kT\) on average, and the equilibrium energy flux is \(2kT\,\Gamma\).

### What a conducting gas brings to a wall

In a gas that conducts heat the distribution departs slightly from the local Maxwell distribution. Write it as \(f_0(1+\Phi)\), with \(\Phi\) proportional to the temperature gradient. The property needed is that \(\Phi\) is odd in \(v_y\).

The steady Boltzmann equation balances streaming against collisions. To first order in the gradient,

\[
v_y\frac{\partial f_0}{\partial y}=-f_0\,\mathcal L\Phi ,
\tag{4}
\]

where \(\mathcal L\) is the linearized collision operator. Because \(n=p/kT\) with uniform \(p\), the temperature enters \(f_0\) as \(T^{-1}\,T^{-3/2}e^{-mv^2/2kT}\). With \(x=mv^2/2kT\), differentiating the logarithm gives

\[
\frac{\partial\ln f_0}{\partial y}=\frac{T'}{T}\left(x-\frac52\right),
\qquad
\mathcal L\Phi=-v_y\,\frac{T'}{T}\left(x-\frac52\right).
\tag{5}
\]

The source on the right changes sign when \(v_y\to-v_y\). Collisions in the gas have no preferred direction, so \(\mathcal L\) commutes with this reflection. The solution \(\Phi\) is fixed once we demand that \(n\) and \(T\) be the local density and temperature and that the gas be at rest. These demands are themselves unchanged by the reflection. Hence the reflected solution must equal \(-\Phi\), and \(\Phi\) is odd in \(v_y\).

Now let \(\psi\) be any quantity that is even in \(v_y\), such as the number 1 or the kinetic energy. The product \(v_y\psi f_0\Phi\) is then even in \(v_y\), so its integrals over \(v_y<0\) and \(v_y>0\) are equal. Each is half of the integral over all velocities. Two consequences follow.

- For \(\psi=1\) the full integral is the net number flux, which vanishes in a gas at rest. Both halves vanish, and the number flux onto the wall remains \(\Gamma\).
- For \(\psi=\tfrac12mv^2\) the full integral is the heat flux in the \(+y\) direction, \(-KT'\). The incoming half is \(-\tfrac12KT'\), which means an additional energy \(+\tfrac12KT'\) carried towards the wall.

The Maxwell part itself has no net energy flux, since its two one-way fluxes cancel. If the bulk distribution is now extrapolated to \(y=0\), where its temperature is \(T_g\), the energy flux incident on the wall is

\[
E_i=2kT_g\,\Gamma+\tfrac12KT' .
\tag{6}
\]

The incoming molecules thus carry half of the conducted heat as an excess over equilibrium. The other half appears as a deficit in the molecules moving away from the wall.

### A check on a gas with one relaxation time

The half-share can be seen in a model where \(\Phi\) is explicit. In the BGK model collisions drive the distribution towards the local Maxwell distribution at the rate \(1/\tau\). For the present problem \(\mathcal L\Phi=\Phi/\tau\), and (5) gives

\[
\Phi=-\tau v_y\frac{T'}{T}\left(x-\frac52\right).
\]

Averages over \(f_0/n\) of \(v_y^2\) times a function \(F(x)\) are needed. By isotropy \(v_y^2\) may be replaced by \(v^2/3\), and since \(v^2\cdot v^2dv\propto x^{3/2}dx\),

\[
\langle v_y^2F\rangle=\frac{kT}{m}\,
\frac{\int_0^\infty x^{3/2}e^{-x}F\,dx}{\int_0^\infty x^{3/2}e^{-x}dx}.
\]

The prefactor is fixed by \(F=1\), for which \(\langle v_y^2\rangle=kT/m\). Integration by parts gives the value \(\tfrac52\) for the ratio with \(F=x\), and \(\tfrac72\cdot\tfrac52=\tfrac{35}{4}\) with \(F=x^2\). The net number flux is proportional to \(\tfrac52-\tfrac52=0\), as required. The heat flux is

\[
nkT\langle v_y x\,\Phi\rangle
=-nkT\,\tau\frac{T'}{T}\,\frac{kT}{m}\left(\frac{35}{4}-\frac52\cdot\frac52\right)
=-\frac52\,\frac km\,p\tau\,T' ,
\]

so \(K=\tfrac52(k/m)p\tau\). The integrand is even in \(v_y\), and each direction supplies half of this value.

The viscosity follows in the same way. Let the gas have a velocity \(u_x(y)\) along \(x\), and let \(c_x=v_x-u_x\). Then \(\partial\ln f_0/\partial y=mc_xu_x'/kT\) and \(\Phi=-\tau v_ymc_xu_x'/kT\). The shear stress is

\[
nm\langle c_xv_y\Phi\rangle=-\frac{nm^2\tau u_x'}{kT}\left(\frac{kT}{m}\right)^2=-p\tau\,u_x',
\]

which gives \(\mu=p\tau\). With \(c_p=5k/2m\), the Prandtl number of this model gas is \(\mu c_p/K=1\). The value will be needed in the second half.

### The jump for complete accommodation

Complete accommodation means that the molecules leaving the wall carry the energy of a gas in equilibrium with the wall. As many leave as arrive, so their energy flux is

\[
E_r=2kT_w\,\Gamma .
\]

In the steady state the difference between the incident and the returning energy is the heat conducted into the wall:

\[
E_i-E_r=KT' .
\tag{7}
\]

Inserting (6) gives

\[
2k\Gamma(T_g-T_w)+\tfrac12KT'=KT'
\quad\Longrightarrow\quad
T_g-T_w=\frac{KT'}{4k\Gamma}.
\tag{8}
\]

It remains to express \(K/k\Gamma\) through the mean free path. From (2), \(K=\mu c_p/\mathrm{Pr}=\tfrac12\rho\bar c\lambda c_p/\mathrm{Pr}\), and from (3), \(\Gamma=\rho\bar c/4m\). Therefore

\[
\frac{K}{k\Gamma}
=\frac{\rho\bar c\lambda}{2\,\mathrm{Pr}}\,\frac{5k}{2m}\cdot\frac{4m}{k\rho\bar c}
=\frac{5\lambda}{\mathrm{Pr}},
\qquad
\zeta=\frac54\,\frac{\lambda}{\mathrm{Pr}} .
\tag{9}
\]

This agrees with (1) for \(a=1\) and \(g=\tfrac53\), since \(2g/(g+1)=\tfrac{10}{3}\big/\tfrac83=\tfrac54\).

The jump persists even though the wall accommodates every molecule completely. The reason is visible if the one-way energy fluxes are expressed as temperatures, \(E_i=2k\Gamma T_i\) and \(E_r=2k\Gamma T_r\). From (6) and (7),

\[
T_i=T_g+\frac{KT'}{4k\Gamma},\qquad
T_r=T_g-\frac{KT'}{4k\Gamma}.
\tag{10}
\]

Arriving molecules bring the energy of a warmer gas, because their last collisions took place away from the wall. By (9), \(T_i\) is the temperature that the extrapolated line reaches at the height \(5\lambda/4\mathrm{Pr}\). Leaving molecules have the temperature \(T_r\). In the approximation (6), \(T_g\) lies midway between the two. For complete accommodation \(T_r=T_w\), so \(T_g\) must lie above \(T_w\).

The limit of a dense gas gives the expected continuum condition. At fixed slope and temperature, \(\lambda\to0\) makes \(\zeta T'\to0\), and the gas temperature joins that of the wall.

### Partial accommodation

Many molecules leave a real surface before they have reached equilibrium with it. The accommodation coefficient measures how much of the possible energy exchange takes place:

\[
a=\frac{E_i-E_r}{E_i-E_w},\qquad E_w=2kT_w\,\Gamma .
\tag{11}
\]

The flux \(E_w\) is what would leave if all incident molecules came into equilibrium with the wall. One surface that obeys this definition re-emits a fraction \(a\) of the molecules in equilibrium with itself and reflects the rest like a mirror. Then \(E_r=(1-a)E_i+aE_w\), which is (11) rearranged. The derivation uses the energy fluxes alone and doesn't need this particular picture. For other surfaces, however, the ratio (11) may depend on the distribution of the incident molecules, and \(a\) is then not a fixed property of the wall.

The energy balance (7) becomes \(KT'=a(E_i-E_w)\). With (6),

\[
KT'=a\left[2k\Gamma(T_g-T_w)+\tfrac12KT'\right].
\]

Dividing by \(a\) and collecting the terms in \(KT'\) gives

\[
\left(\frac1a-\frac12\right)KT'=2k\Gamma(T_g-T_w),
\qquad
T_g-T_w=\frac{2-a}{a}\,\frac{KT'}{4k\Gamma}.
\tag{12}
\]

The combination \((2-a)/a\) thus comes from two terms: \(1/a\) expresses the reluctance of the surface to exchange energy, and \(-\tfrac12\) the share of the heat that incident molecules already carry as an excess.

Two limits test this stage. For \(a=1\) the factor is 1, and (8) is recovered. For \(a\to0\) it grows as \(2/a\): a given heat flux then needs an ever larger temperature difference, and a wall that exchanges no energy is a thermal insulator. Omitting the term \(\tfrac12KT'\) from (6) would leave this second limit unchanged, but would double the jump at \(a=1\).

Equation (10) used only (6) and (7), so it also holds for partial accommodation. Within the same approximation, the extrapolated temperature \(T_g\) is still midway between \(T_i\) and \(T_r\), while \(T_r\) now lies above \(T_w\). Partial accommodation therefore adds a difference between leaving molecules and wall to the difference that was already present at \(a=1\).

## Second half: internal energy, two walls and a nitrogen gap

### Symbols and results carried over

The wall at \(y=0\) has temperature \(T_w\), and the linear gas temperature with slope \(T'\) extrapolates to \(T_g\) there. The number flux onto the wall is \(\Gamma=n\bar c/4=\rho\bar c/4m\). Incident, returning and fully accommodated energy fluxes are \(E_i\), \(E_r\) and \(E_w\), with \(E_i-E_r=KT'=a(E_i-E_w)\). The viscosity is \(\mu=\tfrac12\rho\bar c\lambda\), and \(\mathrm{Pr}=\mu c_p/K\). If the bulk distribution is extrapolated to the wall, incident molecules carry an excess \(\tfrac12KT'\) over the equilibrium flux at \(T_g\). For a monatomic gas, where a crossing molecule carries \(2kT\), these relations gave \(\zeta=[(2-a)/a]\,5\lambda/4\mathrm{Pr}\).

For a monatomic gas, the temperature jump at one wall has now been derived for complete and partial accommodation, on the assumption that the bulk distribution extends to the wall. Still to come are molecules with internal energy, the gap between two walls, the error from the Knudsen layer and a worked example with nitrogen.
